# First-order PAW occupancy matrix for the displacement of one atom

In a small model with two atoms, A and B, on a ring, atom A is moved. One off-diagonal element of the occupancy matrix of A then changes, in its real part, at a rate of $-5.65$ per nm because the projectors of A move, and at $+5.36$ per nm because the orbitals change. The sum is only $-0.29$ per nm. Atom B stays where it is, and its projectors with it, yet one of its occupancies changes by $+0.82$ per nm. Both facts follow from the first derivative of the occupancy matrix, once it is clear which of its terms belong to the displaced atom and which to every atom.

In the projector augmented-wave (PAW) method, each atom $a$ carries localized projectors $p_i^a$, all-electron partial waves $\phi_i^a$ and smooth partial waves $\tilde\phi_i^a$. Let $\psi_n$ be the smooth occupied orbitals with occupations $f_n$, and write

$$P^a_{in}=\langle p_i^a|\psi_n\rangle .$$

The occupancy matrix is

$$\rho^a_{ij}=\sum_n f_n\langle\psi_n|p_i^a\rangle\langle p_j^a|\psi_n\rangle=\sum_n f_n P^{a*}_{in}P^a_{jn}. \tag{1}$$

The first index belongs to the conjugated factor. Exchanging the indices gives the complex conjugate, so the matrix is Hermitian and its diagonal is real. It fixes the one-centre electron density near the atom,

$$n^a(\mathbf r)=\sum_{ij}\rho^a_{ij}\,\phi_i^{a*}(\mathbf r-\mathbf R_a)\,\phi_j^a(\mathbf r-\mathbf R_a). \tag{2}$$

Now let atom $b$ move along one Cartesian direction, with coordinate $R_b$. A superscript $(1)$ denotes the total derivative with respect to $R_b$ at zero displacement, taken at a fixed point of space for functions. Since $R_b$ is real, the derivative of a bra is the bra of the derivative. A complex displacement pattern can be treated by combining the responses to its real and imaginary parts, because first-order quantities are linear in the displacement.

Projectors and partial waves are assumed to keep their shape and to move rigidly with their atom. The projector of atom $a$ is therefore a fixed function of $\mathbf r-\mathbf R_a$. It does not depend on $R_b$ unless $a=b$, and then the chain rule gives a minus sign:

$$\frac{\partial p_i^a}{\partial R_b}=\delta_{ab}\,\partial p_i^b,\qquad \partial p_i^b\equiv-\nabla p_i^b, \tag{3}$$

where $\nabla$ is the derivative along the chosen direction. Let the occupations be fixed for the moment. Each term of (1) contains four objects that can vary: a bra orbital, two projectors and a ket orbital. The product rule gives

$$\begin{aligned}
\rho^{a(1)}_{ij}={}&\sum_n f_n\left[\langle\psi_n^{(1)}|p_i^a\rangle\langle p_j^a|\psi_n\rangle+\langle\psi_n|p_i^a\rangle\langle p_j^a|\psi_n^{(1)}\rangle\right]\\
&+\delta_{ab}\sum_n f_n\left[\langle\psi_n|\partial p_i^a\rangle\langle p_j^a|\psi_n\rangle+\langle\psi_n|p_i^a\rangle\langle\partial p_j^a|\psi_n\rangle\right].
\end{aligned} \tag{4}$$

The second line exists on the displaced atom alone. The first line has no such restriction, since a change of an orbital is felt by the projectors of any atom it reaches. If the occupations vary too, as they can in a metal, the product rule adds $\sum_n f_n^{(1)}P^{a*}_{in}P^a_{jn}$.

The matrix $\rho^{a(1)}$ describes the density change seen by an observer who travels with the atom. Differentiating (2) at a fixed point of space gives

$$n^{a(1)}=\sum_{ij}\rho^{a(1)}_{ij}\phi_i^{a*}\phi_j^a-\delta_{ab}\nabla n^a ,$$

where the last term is the rigid transport of the old density and comes from the motion of the partial waves.

This view explains the cancellation on atom A. Because the projector is localized, integration by parts leaves no boundary term:

$$\langle\partial p_i^b|\psi_n\rangle=-\langle\nabla p_i^b|\psi_n\rangle=+\langle p_i^b|\nabla\psi_n\rangle. \tag{5}$$

If an orbital followed the atom rigidly, it would obey $\psi_n^{(1)}=-\nabla\psi_n$ within the range of the projectors. Then $\langle p_i^b|\psi_n^{(1)}\rangle=-\langle p_i^b|\nabla\psi_n\rangle$, and its contributions to the two lines of (4) would cancel. In general, by (5), the two lines on the displaced atom combine into the first line alone with $\psi_n^{(1)}$ replaced by $\psi_n^{(1)}+\nabla\psi_n$. What survives therefore comes from the departure of the orbitals from rigid motion, as seen by the projectors. Not every departure counts: a rotation among equally occupied orbitals leaves no trace, as (12) below shows.

Equation (4) is complete only if $\psi_n^{(1)}$ is the complete first-order orbital. In PAW this needs care, because the orbitals are orthonormal with respect to an operator that moves with the atoms:

$$\langle\psi_m|S|\psi_n\rangle=\delta_{mn},\qquad S=1+\sum_a\sum_{ij}|p_i^a\rangle q^a_{ij}\langle p_j^a| . \tag{6}$$

Here $q^a_{ij}=\langle\phi_i^a|\phi_j^a\rangle-\langle\tilde\phi_i^a|\tilde\phi_j^a\rangle$, integrated over the augmentation region of the atom, is the norm that the smooth partial waves lack. It is Hermitian, and it is constant because the partial waves move rigidly. Differentiating (6) for two occupied orbitals gives

$$\langle\psi_m^{(1)}|S|\psi_n\rangle+\langle\psi_m|S|\psi_n^{(1)}\rangle=-S^{(1)}_{mn},\qquad S^{(1)}_{mn}\equiv\langle\psi_m|S^{(1)}|\psi_n\rangle. \tag{7}$$

Only the projectors of atom $b$ change in $S$. With $B_{in}=\langle\partial p_i^b|\psi_n\rangle$,

$$S^{(1)}_{mn}=\sum_{kl}q^b_{kl}\left(B^*_{km}P^b_{ln}+P^{b*}_{km}B_{ln}\right). \tag{8}$$

When this is not zero, the first-order orbitals cannot all be orthogonal to the occupied space. They are therefore split into two parts,

$$\psi_n^{(1)}=\delta\psi_n+\sum_m\psi_m c_{mn},\qquad \langle\psi_m|S|\delta\psi_n\rangle=0, \tag{9}$$

where $m$ runs over occupied orbitals. Inserting (9) into (7), the first overlap gives $c^*_{nm}$ and the second gives $c_{mn}$, so that

$$c_{mn}+c^*_{nm}=-S^{(1)}_{mn}. \tag{10}$$

This fixes the Hermitian part of $c$. The matrix $S^{(1)}_{mn}$ is itself Hermitian, so the general solution is

$$c_{mn}=-\tfrac12S^{(1)}_{mn}+A_{mn},\qquad A^*_{nm}=-A_{mn}. \tag{11}$$

The anti-Hermitian matrix $A$ describes a rotation of the occupied orbitals among themselves. Its contribution to the first line of (4) is

$$\sum_{mn}f_n\left[P^{a*}_{in}P^a_{jm}A_{mn}+A^*_{mn}P^{a*}_{im}P^a_{jn}\right].$$

In the second term the summation names $m$ and $n$ are exchanged, which turns it into $f_mA^*_{nm}P^{a*}_{in}P^a_{jm}=-f_mA_{mn}P^{a*}_{in}P^a_{jm}$. Together the two terms are

$$\sum_{mn}(f_n-f_m)\,A_{mn}\,P^{a*}_{in}P^a_{jm}. \tag{12}$$

For equal occupations $f_n=f$ this vanishes, and $A$ may be set to zero. That case is assumed from here on, together with a gap between occupied and empty levels. With unequal occupations the rotation matters and must be determined from the eigenvalue problem.

The Hermitian part of $c$ does not drop out. It gives

$$-\frac f2\sum_{mn}\left[P^{a*}_{in}P^a_{jm}S^{(1)}_{mn}+S^{(1)*}_{mn}P^{a*}_{im}P^a_{jn}\right].$$

Exchanging $m$ and $n$ in the second term and using $S^{(1)*}_{nm}=S^{(1)}_{mn}$ makes it equal to the first. The factor one half is cancelled, and the overlap part of the occupancy response is

$$\rho^{a,\mathrm{ov}}_{ij}=-f\sum_{mn}P^{a*}_{in}\,S^{(1)}_{mn}\,P^a_{jm}. \tag{13}$$

The matrix $S^{(1)}_{mn}$ is built from the projectors of the displaced atom, but it is multiplied by projections on atom $a$, which can be any atom. The motion of the projectors of $b$ thus acts on other atoms indirectly, through orthonormality. With norm-conserving projectors, $q^b=0$ and this part is absent.

The remaining part, $\delta\psi_n$, follows from the equation of motion. When levels are degenerate, individual eigenvectors need not vary smoothly with the displacement, so it is safer to follow an orthonormal set that spans the occupied space and does vary smoothly. It obeys

$$H\psi_n=\sum_m S\psi_m\Lambda_{mn},\qquad \Lambda_{mn}=\varepsilon_n\delta_{mn}\ \text{at zero displacement}. \tag{14}$$

The derivative at zero displacement is

$$H^{(1)}\psi_n+H\psi_n^{(1)}=\varepsilon_nS^{(1)}\psi_n+\varepsilon_nS\psi_n^{(1)}+\sum_mS\psi_m\Lambda^{(1)}_{mn}.$$

Collecting the first-order orbital on the left gives

$$(H-\varepsilon_nS)\psi_n^{(1)}=-(H^{(1)}-\varepsilon_nS^{(1)})\psi_n+\sum_mS\psi_m\Lambda^{(1)}_{mn}. \tag{15}$$

The unknown $\Lambda^{(1)}$ is removed by the projector

$$P_c^\dagger=1-\sum_mS|\psi_m\rangle\langle\psi_m| ,$$

because $P_c^\dagger S\psi_k=S\psi_k-\sum_mS\psi_m\delta_{mk}=0$ for occupied $k$. The occupied part of $\psi_n^{(1)}$ disappears in the same way, since $(H-\varepsilon_nS)\psi_m=(\varepsilon_m-\varepsilon_n)S\psi_m$. On $\delta\psi_n$ the projector has no effect: $\langle\psi_m|(H-\varepsilon_nS)|\delta\psi_n\rangle=(\varepsilon_m-\varepsilon_n)\langle\psi_m|S|\delta\psi_n\rangle=0$. What is left is the Sternheimer equation

$$(H-\varepsilon_nS)\,\delta\psi_n=-P_c^\dagger\,(H^{(1)}-\varepsilon_nS^{(1)})\,\psi_n,\qquad\langle\psi_m|S|\delta\psi_n\rangle=0. \tag{16}$$

To see when it can be solved, expand $\delta\psi_n$ in the empty eigenstates $\psi_c$ and take the inner product with one of them. Since $\langle\psi_c|S|\psi_m\rangle=0$, the projector again does nothing, and

$$\delta\psi_n=-\sum_{c}^{\mathrm{empty}}\psi_c\,\frac{\langle\psi_c|H^{(1)}-\varepsilon_nS^{(1)}|\psi_n\rangle}{\varepsilon_c-\varepsilon_n}.$$

The denominators are bounded below by the gap. As the gap closes they can become arbitrarily small, and the assumption of fixed occupations is then also in doubt.

Inserting (9) into (4), with $A=0$, gives the working form

$$\begin{aligned}
\rho^{a(1)}_{ij}={}&f\sum_n\left[\langle\delta\psi_n|p_i^a\rangle P^a_{jn}+P^{a*}_{in}\langle p_j^a|\delta\psi_n\rangle\right]-f\sum_{mn}P^{a*}_{in}S^{(1)}_{mn}P^a_{jm}\\
&+\delta_{ab}\,f\sum_n\left[B^*_{in}P^b_{jn}+P^{b*}_{in}B_{jn}\right].
\end{aligned} \tag{17}$$

The three pieces will be called the conduction, overlap and projector parts.

Equation (17) is not yet an explicit answer, because $H^{(1)}$ depends on the result. Write the Hamiltonian as a kinetic term, a local potential $v$ and a nonlocal term $\sum_{a,ij}|p_i^a\rangle D^a_{ij}\langle p_j^a|$. Then

$$H^{(1)}=v^{(1)}+\sum_{ij}D^b_{ij}\left(|\partial p_i^b\rangle\langle p_j^b|+|p_i^b\rangle\langle\partial p_j^b|\right)+\sum_a\sum_{ij}|p_i^a\rangle D^{a(1)}_{ij}\langle p_j^a| . \tag{18}$$

The middle term lives on the displaced atom. The last runs over all atoms, since the strengths $D^a$ depend on the occupancies and, in a full PAW calculation, also on the effective potential. In such a calculation $v^{(1)}$ likewise contains the response of the smooth and compensation densities. Equations (16), (17) and (18) are therefore solved together, for instance by iteration.

The example keeps this structure in one dimension. A ring of length $L=0.6$ nm carries atom A at 0.15 nm and atom B at 0.40 nm. With $u=x-R_a$ the signed coordinate measured from the atom, each has an attractive Gaussian well $-V\exp(-u^2/2s^2)$, where $s=0.06$ nm and $V$ is 12 eV for A and 8 eV for B. The kinetic operator is $-(\hbar^2/2m_e)\,d^2/dx^2$, with $\hbar^2/2m_e=0.0381$ eV nm². Each atom has an even and an odd projector of width $w=0.05$ nm,

$$p_1(u)=(\pi w^2)^{-1/4}e^{-u^2/2w^2},\qquad p_2(u)=\sqrt2\,\frac uw\,p_1(u). \tag{19}$$

The overlap coefficients $(q_{11},q_{22})$ are $(0.3,0.1)$ on A and $(0.2,-0.1)$ on B, with no off-diagonal elements. The strengths are $D^a_{ij}=D^a_{0,ij}+U\rho^a_{ji}$ with $U=2$ eV, where $D_0$ is diagonal with entries $(1,2)$ eV on A and $(2,1)$ eV on B. The transposed index is what follows from an energy term $\tfrac U2\sum_{ij}\rho^a_{ij}\rho^a_{ji}$, whose derivative with respect to $\rho^a_{ij}$ is $U\rho^a_{ji}$. Hence $D^{a(1)}_{ij}=U\rho^{a(1)}_{ji}$. The local wells move rigidly and have no density response, a simplification of this model.

The orbitals obey $\psi(x+L)=e^{i\theta}\psi(x)$ with $\theta=1$ rad, as a magnetic flux through the ring would impose. This makes them complex, so that the order of the indices in (17) matters. Two orbitals are doubly occupied, $f=2$. Their levels are $-2.92$ and $0.38$ eV, and the next level lies 2.37 eV higher. Since the projectors are normalized, $\rho$ is dimensionless and its derivative has the unit 1/nm.

For a displacement of A, equation (17) gives the following values in 1/nm. Four decimals are kept so that the sums can be followed; the last digit is subject to rounding.

| Element | Conduction | Overlap | Projector | Total |
|---|---|---|---|---|
| A 11 | $0.3268$ | $0.0854$ | $-0.5270$ | $-0.1148$ |
| A 12 | $5.5970-0.0756i$ | $-0.2324-0.0038i$ | $-5.6503+0.0070i$ | $-0.2856-0.0724i$ |
| A 22 | $-0.4516$ | $0.0026$ | $1.0884$ | $0.6395$ |
| B 11 | $-0.4149$ | $-0.1186$ | $0$ | $-0.5335$ |
| B 12 | $0.5882-0.1281i$ | $0.1362+0.0424i$ | $0$ | $0.7244-0.0856i$ |
| B 22 | $0.8135$ | $0.0076$ | $0$ | $0.8211$ |

The 11 totals correspond to $-0.0061$ per bohr on A and $-0.0282$ per bohr on B. The numerical check moves each atom in turn, converges the ground state anew at every position and differentiates the occupancies. Over both displacements and all elements, the largest deviation from (17) is $3\times10^{-9}$ per nm.

One projector part can be verified by hand. Differentiating the even projector in (19) gives $\nabla p_1=-(u/w^2)p_1=-p_2/(\sqrt2\,w)$, hence $\partial p_1=+p_2/(\sqrt2\,w)$ and $B_{1n}=P^A_{2n}/(\sqrt2\,w)$. The projector part of element 11 is then

$$f\sum_n\left(B^*_{1n}P^A_{1n}+P^{A*}_{1n}B_{1n}\right)=\frac{\rho^A_{21}+\rho^A_{12}}{\sqrt2\,w}=\frac{\sqrt2}{w}\,\mathrm{Re}\,\rho^A_{12}. \tag{20}$$

The ground state has $\rho^A_{12}=-0.0186-0.1022i$, so the result is $(1.4142/0.05\ \text{nm})\times(-0.0186)=-0.526$ per nm. This agrees with $-0.5270$ within the rounding of $\rho^A_{12}$.

Parity explains why the projector part is largest in element 12. For an orbital that is even about the atom, $P_2=0$. Its gradient is odd, so by (5) $B_1=0$ while $B_2$ can be large. The products $P_1^*B_1$ and $P_2^*B_2$ in the diagonal elements then vanish, and only $P_1^*B_2$ in element 12 survives. In sum the even projector dominates here, with $\rho^A_{11}=1.25$ against $\rho^A_{22}=0.11$, but the two orbitals differ. The lower one has almost no odd projection on A, with $|P_1|^2=0.516$ and $|P_2|^2=0.001$, and supplies $-4.32$ of the $-5.65$ per nm. The upper one, with $|P_1|^2=0.108$ and $|P_2|^2=0.052$, is far from even and supplies the remaining $-1.33$. Shifted projectors see an even orbital as partly odd, and the orbital's own motion largely undoes this: the conduction and overlap parts add to $5.5970-0.2324=5.3646$ in the real part, against $-5.6503$.

How much is left over can be related to the other atom. If all atoms move by the same distance and no external potential is present, the ground state moves with them. Every projection $P^a_{in}$ is then unchanged, apart from a possible rotation among the occupied orbitals, which does not affect $\rho^a$. Writing the displaced atom in parentheses,

$$\sum_b\rho^{a(1)}_{ij}(b)=0. \tag{21}$$

For two atoms this reads $\rho^{A(1)}(A)=-\rho^{A(1)}(B)$. The net change on the displaced atom A equals the change on A, held at rest, when B moves the opposite way. The large opposing terms on A therefore leave a remainder that is set by the influence of its neighbour, and an isolated atom would have none. The plane-wave basis used here respects (21) because a translation merely multiplies each coefficient by a phase. In the calculation the sum vanishes to about $10^{-13}$ per nm.

A second sum rule ties the overlap part of (17) to the projector part. The electron number follows from (6) and (1) as

$$N=f\sum_n\langle\psi_n|S|\psi_n\rangle=f\sum_n\langle\psi_n|\psi_n\rangle+\sum_a\sum_{ij}q^a_{ij}\rho^a_{ij}.$$

It is constant, so its derivative requires

$$2f\,\mathrm{Re}\sum_n\langle\psi_n|\psi_n^{(1)}\rangle+\sum_a\sum_{ij}q^a_{ij}\rho^{a(1)}_{ij}=0. \tag{22}$$

With the totals in the table, atom A contributes $0.3\times(-0.1148)+0.1\times0.6395=0.0295$ per nm to the augmentation term, and atom B contributes $0.2\times(-0.5335)-0.1\times0.8211=-0.1888$ per nm. Their sum is $-0.1593$ per nm. The smooth orbitals supply $+0.1593$ per nm, as (22) demands. The conduction part enters both terms of (22), but its two contributions add to $2f\,\mathrm{Re}\sum_n\langle\psi_n|S|\delta\psi_n\rangle$, which is zero by (9). The rule therefore holds for any $\delta\psi_n$ that is $S$-orthogonal to the occupied space, and it does not test whether (16) was solved correctly. Norm moves between the smooth and augmentation parts while the number of electrons stays fixed.

The overlap part is small beside the largest entries of the table, and about one per cent or less of the total in the 22 elements, but it is a sizeable share of the totals in the 11 and 12 elements. If it is left out when the final matrix is assembled, the largest error relative to the finite-difference result is 0.232 per nm. It occurs in element 12 of atom A, whose total has a magnitude of only $\sqrt{0.2856^2+0.0724^2}=0.295$ per nm. Holding the strengths $D^a$ fixed, so that $D^{a(1)}=0$ in (18), produces a largest error of 0.218 per nm. Both errors refer to the displacement of A. For the overlap part the table shows why it matters in element 12 of A: the real conduction and projector parts add to only $5.5970-5.6503=-0.0533$ per nm, so the overlap part supplies most of the total.

The form of (17) also shows what must change outside its assumptions. Projectors that deform as the atom moves would need their full derivative in place of $-\nabla p_i$. In a basis attached to the atoms, $\psi_n^{(1)}$ must include the motion of the basis functions as well as the change of their coefficients, because (4) contains the total derivative of the orbital at a fixed point of space. Unequal occupations bring back the rotation term (12) and replace $f$ in the overlap part (13) by $(f_m+f_n)/2$ inside the sum, since the exchange of $m$ and $n$ then carries the occupation along. Varying ones add the term with $f_n^{(1)}$. In each of these cases the starting point is still the product rule applied to (1).

## Values computed for the example and the checks

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
ring length = 0.6 nm, twist = 1.0 rad, plane waves = 33
positions A, B = 0.15, 0.40 nm
well depths A, B = 12.0, 8.0 eV
well width = 0.06 nm, projector width = 0.05 nm
atom A: q_11, q_22 = 0.3, 0.1; D0_11, D0_22 = 1.0, 2.0 eV
atom B: q_11, q_22 = 0.2, -0.1; D0_11, D0_22 = 2.0, 1.0 eV
U = 2.0 eV, occupation f = 2.0, occupied orbitals = 2
lowest three levels = -2.9158, 0.3830, 2.7516 eV
gap = 2.3685 eV
index 1 = even projector, index 2 = odd projector
rho A 11 = +1.2486
rho A 12 = -0.0186-0.1022i
rho A 22 = +0.1073
rho B 11 = +1.1047
rho B 12 = +0.0418-0.1370i
rho B 22 = +0.0626
first-order occupancies for displacement of atom A, in 1/nm:
atom A, element 11:
  conduction +0.3268  overlap +0.0854  projector -0.5270
  total -0.1148  finite difference -0.1148
atom A, element 12:
  conduction +5.5970-0.0756i  overlap -0.2324-0.0038i  projector -5.6503+0.0070i
  total -0.2856-0.0724i  finite difference -0.2856-0.0724i
atom A, element 22:
  conduction -0.4516  overlap +0.0026  projector +1.0884
  total +0.6395  finite difference +0.6395
atom B, element 11:
  conduction -0.4149  overlap -0.1186  projector +0.0000
  total -0.5335  finite difference -0.5335
atom B, element 12:
  conduction +0.5882-0.1281i  overlap +0.1362+0.0424i  projector +0.0000+0.0000i
  total +0.7244-0.0856i  finite difference +0.7244-0.0856i
atom B, element 22:
  conduction +0.8135  overlap +0.0076  projector +0.0000
  total +0.8211  finite difference +0.8211
total, atom A, element 11 = -0.00607 per bohr
total, atom B, element 11 = -0.02823 per bohr
largest deviation from finite difference = 3.0e-09 1/nm
projector derivative, quadrature error = 4.7e-13 1/nm
change under occupied mixing = 1.8e-15 1/nm
electron number, smooth part = +0.15929 1/nm
electron number, augmentation part = -0.15929 1/nm
translation sum, largest element = 9.5e-14 1/nm
largest error without overlap part = 0.2324 1/nm
largest error with D frozen = 0.2183 1/nm
```
